# Why Agglomerated Nanocrystals Show Two-Slope Penetration Curves

**Question.** A radiotracer is diffused into a compacted nanocrystalline metal at a temperature where the crystal lattice is practically frozen. The logarithm of the layer-averaged concentration falls steeply at first and then much more gently. The grains take up almost nothing, so the steep part cannot be lattice diffusion. Where do the two slopes come from, and what can be measured from each?

**Answer.**

**Two networks, one inside the other**

The compact consists of agglomerates of size $d_a$, each built from many grains of size $d\ll d_a$. Boundaries between grains have width $\delta$ and diffusivity $D_{gb}$. Boundaries between agglomerates have width $\delta_a$ and a larger diffusivity $D_a$.

Tracer enters the agglomerates at the surface through their own slow boundaries, which gives a shallow front. Tracer also runs ahead along the fast boundaries and leaks sideways into the slow boundaries that meet them. This gives a dilute but deep tail. The slow network thus plays the part that the lattice plays in ordinary grain-boundary diffusion. The difference is that it can store tracer in only a small fraction of the volume.

**The slow network as a medium**

Let $c$ be the concentration inside the boundaries, relative to its constant surface value, and let $x$ be the depth. For cubic grains there are three families of walls, so to leading order in $\delta/d$ their volume fraction is

$$f=\frac{3\delta}{d}.$$

Under a gradient along $x$, the two families parallel to $x$ carry current. The third, normal to $x$, has uniform concentration in its plane and carries none, though it still stores tracer. The flux per unit area of solid is therefore $-K\,\partial c/\partial x$ with $K=2\delta D_{gb}/d$. The content per unit volume is $fc$. Conservation, $f\,\partial_t c=K\,\partial_x^2c$, gives

$$D_1=\frac{K}{f}=\frac{2}{3}D_{gb}.$$

This was tested on an explicit three-dimensional network with walls one cell thick. With 12 and 24 cells per grain, $D_1/D_{gb}$ came out as 0.695 and 0.681, which extrapolates to 0.666 for thin walls.

The medium description needs $d\ll\ell$, where $\ell=\sqrt{D_1t}$ is the front length. Far from any fast boundary, the solution for a constant surface concentration is

$$c=\operatorname{erfc}\!\left(\frac{x}{2\ell}\right).$$

This is the first branch.

**The fast boundary and its leak**

Take the fast boundaries as parallel planes normal to the surface, a distance $d_a$ apart, and let $y$ be the distance from one of them. The tracer is taken to be an isotope of the metal itself, so segregation is neglected and concentration is continuous where the networks meet. The balance on a fast boundary is

$$\delta_a\,\partial_t c=\delta_aD_a\,\partial_x^2c+2fD_1\,\partial_y c\big|_{y=0^+}.$$

The 2 counts the two sides. The factor $f$ is there because the current into the agglomerate is $K=fD_1$ times the gradient.

In the tail two terms can be dropped: storage in the fast boundary, and diffusion along $x$ inside the agglomerate. After a Laplace transform in time (variable $s$), the agglomerate obeys $s\tilde c=D_1\partial_y^2\tilde c$. The solution that decays away from the boundary is

$$\tilde c(x,y)=\tilde c_0(x)\,e^{-y\sqrt{s/D_1}}.$$

Its gradient at $y=0^+$ is $-\sqrt{s/D_1}\,\tilde c_0$, so the boundary balance becomes

$$\delta_aD_a\,\tilde c_0''=2fD_1\sqrt{s/D_1}\,\tilde c_0 .$$

With $\tilde c_0(0)=1/s$ and decay at depth,

$$\tilde c_0=\frac{e^{-qx}}{s},\qquad q^2=\frac{2fD_1}{\delta_aD_a}\sqrt{\frac{s}{D_1}} .$$

Define

$$\beta=\frac{\delta_aD_a}{2fD_1\ell},\qquad L^2=\beta\ell^2=\frac{\delta_aD_a\,\ell}{2fD_1}.$$

Then $q^2=\sqrt{st}/L^2$. The neglected terms can now be sized. Storage relative to leakage is $s\delta_a/(2f\sqrt{sD_1})=\varepsilon\sqrt{st}$, with $\varepsilon=\delta_a/(2f\ell)$. Longitudinal diffusion relative to accumulation is $D_1q^2/s=1/(\beta\sqrt{st})$. Since $st$ is of order one in the measurable tail, the conditions are $\varepsilon\ll1$ and $\beta\gg1$.

**From the boundary to the sectioned layer**

Sectioning measures the whole layer. The tracer held in the fast boundary itself is only a fraction of order $\varepsilon$ of the tail and is left out. Integrating over one side gives

$$\int_0^\infty\tilde c\,dy=\sqrt{D_1}\,s^{-3/2}e^{-qx}.$$

There are two sides per spacing $d_a$. Put $s=p/t$ and $w=x/L$, so that $qx=wp^{1/4}$. In the inversion integral, $s^{-3/2}ds=t^{1/2}p^{-3/2}dp$, and the prefactor becomes $\sqrt{D_1t}=\ell$. The tail is therefore $(2\ell/d_a)F(w)$ with

$$F(w)=\frac1{2\pi i}\int p^{-3/2}e^{\,p-wp^{1/4}}dp=\sum_{n=0}^{\infty}\frac{(-w)^n}{n!\,\Gamma(\frac32-\frac n4)} .$$

The series follows by expanding $e^{-wp^{1/4}}$ and using $\frac1{2\pi i}\int p^{-z}e^p\,dp=1/\Gamma(z)$ on a contour around the negative axis. The two branches together read

$$\bar c\approx\operatorname{erfc}\!\left(\frac{x}{2\ell}\right)+\frac{2\ell}{d_a}F\!\left(\frac xL\right),$$

where each term is a good approximation by itself when it far exceeds the other. Near the surface the sum counts too much: all concentrations equal the surface value there, so a fast boundary can add no excess.

The two slopes differ because the decay lengths differ, $L/\ell=\sqrt\beta$. The gentle branch starts low because the fast boundaries are far apart, which makes $2\ell/d_a$ small.

**Reading the tail**

For large $w$ the exponent $p-wp^{1/4}$ is stationary at $p_0=(w/4)^{4/3}$. Since $w=4p_0^{3/4}$, its value there is $p_0-4p_0=-3p_0$, and its second derivative is $\frac{3}{16}wp_0^{-7/4}=3/(4p_0)$. Hence

$$F\approx\frac{p_0^{-3/2}e^{-3p_0}}{\sqrt{2\pi\cdot 3/(4p_0)}}=\sqrt{\frac{2}{3\pi}}\;\frac{e^{-3p_0}}{p_0}.$$

Within this tail model the far exponent is thus $x^{4/3}$. It is approached slowly: the formula is still off by 9% of $F$ at $w=20$. Over the measurable range $2<w<6$, a plot of $\ln\bar c$ against $x^{6/5}$ is nearly straight. A line fitted to $\ln F$ has slope $-G$ with $G=0.769$ and misses $\ln F$ by at most 0.022. The power 6/5 is a good interpolation here, not the asymptotic law.

Let $S=-d\ln\bar c/dx^{6/5}$ be the measured slope. Then $S=G/L^{6/5}$, so $L^2=(G/S)^{5/3}$. Inserting this in $\delta_aD_a=2fD_1L^2/\ell$, with $D_1/\ell=\sqrt{D_1/t}$, gives

$$\delta_aD_a=2G^{5/3}\,f\sqrt{\frac{D_1}{t}}\;S^{-5/3},\qquad 2G^{5/3}=1.290 .$$

The fit window must afterwards be checked against the $L$ it yields. The upper part of the first branch, well above the crossing, supplies an approximate $D_1$; the grain size and boundary width supply $f$. Leaving out $f$, as if the whole agglomerate could absorb tracer, overestimates the product by a factor $1/f$.

The constant 1.290 and the erfc shape hold for a constant surface concentration. Tracer deposited as a thin layer gives a Gaussian first branch and changes the power $p^{-3/2}$ in $F$. It becomes $p^{-5/4}$ if the layer does not spread along the surface, and $p^{-1}$ if the surface concentration stays uniform and falls as $t^{-1/2}$. Over the same window $G$ is then 0.742 or 0.712 and the constant 1.22 or 1.14, so using 1.290 would overestimate $\delta_aD_a$ by about 6% or 14%.

**Numbers for compacted copper**

Take nanocrystalline copper at 420 K for 3600 s, with $d=100$ nm, $d_a=50$ µm, $\delta=\delta_a=0.5$ nm, $D_{gb}=5\times10^{-12}$ cm²/s and $D_a=5\times10^{-9}$ cm²/s. Then $f=3(0.5)/100=0.015$, $D_1=3.33\times10^{-12}$ cm²/s, and

$$\ell=\sqrt{3.33\times10^{-12}\times3600}\ \text{cm}=1.10\ \text{µm},$$

$$L=\sqrt{\frac{2.5\times10^{-16}\times1.095\times10^{-4}}{2\times0.015\times3.33\times10^{-12}}}\ \text{cm}=5.23\ \text{µm}.$$

The conditions hold: $\beta=22.8$, $\varepsilon=0.015$, $d/\ell=0.09$ and $\ell/d_a=0.02$. The full two-dimensional problem, with both dropped terms restored, gives:

| Depth (µm) | Full mean | erfc term | Tail term |
|---:|---:|---:|---:|
| 1 | 0.535 | 0.519 | 0.041 |
| 3 | 0.0796 | 0.0528 | 0.0279 |
| 5 | 0.0210 | 0.0012 | 0.0188 |
| 10 | 0.00712 | about $10^{-10}$ | 0.00677 |
| 20 | 0.000775 | negligible | 0.000747 |

The terms cross at 3.5 µm. The local slope $-d\ln\bar c/dx$ falls from 0.99 µm⁻¹ at 2 µm to 0.23 µm⁻¹ at 20 µm. The double counting is visible at 1 µm, where the two terms add to 0.560 against the full value of 0.535. Between 10.5 and 31.4 µm the full mean differs from the formula by no more than about 5% of the formula.

Fitting the full profile in that window gives $S=0.1066$ µm$^{-6/5}$, so $S^{-5/3}=4.17\times10^{-7}$ cm². With the known $f$ and $D_1$,

$$\delta_aD_a=1.290\times0.015\times3.04\times10^{-8}\times4.17\times10^{-7}=2.46\times10^{-16}\ \text{cm}^3/\text{s},$$

where the last digit comes from unrounded factors (the rounded ones give 2.45). This is 2% below the input. Without $f$ the result would be $1.64\times10^{-14}$ cm³/s, about 67 times (that is, 1/f times) this result. The half-concentration depth, read as a pure erfc, gives $D_1=3.62\times10^{-12}$ cm²/s. This is 9% high, because excess tracer beside the fast boundaries raises the mean.

**Time as a diagnostic, and when the slopes merge**

The front length grows as $t^{1/2}$. Since $L\propto\ell^{1/2}$, the tail length grows as $t^{1/4}$. For a fourfold time, with the structure held fixed, these laws predict factors of 2 and 1.41. The full solution gives 2.06 for the half-concentration depth and 1.43 for the tail length.

Two kinds of boundary do not guarantee two slopes. If $\ell\gg d_a$, concentration evens out between neighbouring fast boundaries. One period then stores $fd_a$ and conducts $fd_aD_1+\delta_aD_a$ (with $\delta_a\ll fd_a$), so a single erfc remains, with

$$D=D_1+\frac{\delta_aD_a}{fd_a}.$$

A full solution with $d_a=0.2\,\ell$, $\beta=1$ and no boundary storage has $D=11D_1$ by this formula. It agreed with the single erfc to 0.0008 of the surface concentration. On a logarithmic plot the deep end still lies above the erfc, by 6% where the erfc is $10^{-3}$ and by 24% where it is $10^{-5}$. With the copper parameters at $\ell=d_a$ and no boundary storage, the excess at $10^{-3}$ is a factor of 1.5, so the merging is not yet complete there. In the copper example the added term is $2.5\times10^{-16}/(0.015\times5\times10^{-3})=3.3\times10^{-12}$ cm²/s, which doubles $D_1$. Even $\ell=d_a$ would take $d_a^2/D_1\approx7.5\times10^6$ s, about three months.

**How close this is to a real compact**

The parameters are rough, round values for a powder compact. $D_a$ is the least certain, since it depends on how well the agglomerates are bonded. With all else fixed, a tenfold smaller $D_a$ would give $\beta\approx2.3$, and the tail formula would no longer be justified.

Frozen grains are a safe assumption here. Each slow boundary loses $4\sqrt{D_vt/\pi}$ per unit area to the grains on its two sides, compared with its own content $\delta$. With rough lattice parameters for copper (0.5 cm²/s and 2.1 eV), the ratio is $5\times10^{-4}$. For the same time and width it reaches 0.1 near 515 K.

Grain growth is the more serious threat, since nanocrystalline copper can coarsen in this temperature range. If the grain size were 200 nm throughout, $f$ would halve and $L$ would rise from 5.2 to 7.4 µm. An analysis that kept the old $f$ would then report about twice the true $\delta_aD_a$. Real agglomerates also have a second family of boundaries normal to the surface. With $\ell\ll d_a$ it would add its own tracer almost independently, about doubling the height of the tail with little change in its slope. They have boundaries parallel to the surface as well. This model omits both, and the effect of the parallel ones on the tail is not sized here. The remaining values are in the numerical output.

## Computed results

```
Temperature: 420 K; anneal time: 3600 s
Grain size: 100 nm; agglomerate size: 50 um
Slow and fast boundary widths: 0.5, 0.5 nm
D_gb: 5.00e-12 cm2/s; D_a: 5.00e-09 cm2/s
Slow-boundary volume fraction f: 0.0150
Network D1: 3.333e-12 cm2/s
D1/D_gb, explicit walls 12, 24 cells: 0.6951, 0.6806
D1/D_gb extrapolated to thin walls: 0.6662
Nested network decay constant / formula: 0.9978
Front length l: 1.095 um; tail length L: 5.233 um
beta: 22.82; boundary storage eps: 0.0152
Tail prefactor 2 l/d_a: 0.0438
F(0), F(2), F(4), F(6): 1.1284, 0.1400, 0.01375, 0.001103
Slope G of -ln F against w^(6/5), w = 2 to 6: 0.7686
Largest departure of ln F from that line: 0.0223
Constant 2 G^(5/3): 1.2898
Relative error of far asymptote at w = 20, 60: 0.0901, 0.0214
Crossover depth of the two terms: 3.46 um
Depth (um) | full mean | erfc term | tail term
  1 | 5.351e-01 | 5.186e-01 | 4.097e-02
  2 | 2.224e-01 | 1.967e-01 | 3.386e-02
  3 | 7.960e-02 | 5.281e-02 | 2.791e-02
  5 | 2.105e-02 | 1.249e-03 | 1.884e-02
 10 | 7.121e-03 | 1.082e-10 | 6.770e-03
 20 | 7.745e-04 | 3.956e-38 | 7.472e-04
 30 | 6.894e-05 | 1.526e-83 | 6.842e-05
-d ln(mean)/dx at 2, 20 um: 0.985, 0.232 1/um
Largest two-term error in tail window: 5.1 %
Tail window: 10.5 to 31.4 um
Tail slope S: 0.1066 um^(-6/5)
True delta_a D_a: 2.500e-16 cm3/s
Recovered delta_a D_a: 2.456e-16 cm3/s
Recovered D_a with known width: 4.911e-09 cm2/s
Value if f is left out: 1.637e-14 cm3/s (factor 66.7)
Half-concentration depth: 1.089 um; D1 from it: 3.618e-12 cm2/s
Growth from t to 4 t, front and tail: 2.062, 1.428
Large-beta test error: 0.35 %
Single-branch test, largest absolute error: 0.0008
Rough lattice D0, Q: 0.5 cm2/s, 2.1 eV; D_v: 3.16e-26 cm2/s
Grain uptake / slow-boundary content: 4.82e-04
Temperature where this ratio is 0.1: 515 K
Network coarseness d/l: 0.0913; overlap measure l/d_a: 0.0219
Tail length if grain size were doubled throughout: 7.401 um
```
